\section*{Film-index error and thickness bias in picometre-repeatable ellipsometry}

\section{The argument under review}

The manuscript reports the thickness of a transparent film on an absorbing substrate, measured by ellipsometry at one wavelength and one angle of incidence. Its argument runs as follows.

\begin{quote}
The film index was set to 1.51 and the thickness was fitted. Ten thousand readings scatter by about 1 pm. The misfit of each reading is compatible with the noise. The thickness, 1.983 nm, is therefore accurate to 1 pm, and the average is better still.
\end{quote}

I accept the scatter and the quality of the fit. The inference from them to accuracy is what needs examination. Every one of the readings was converted to thickness with the same index. The question the manuscript has to answer is how far the reported thickness moves if that index is wrong by, say, 0.01, and whether the scatter or the misfit would reveal it.

\section{Model and conventions}

Let the film be uniform and isotropic, with sharp interfaces, real index $n$ and thickness $d$. Light of vacuum wavelength $\lambda$ arrives from air (index 1) at angle $\phi$. The substrate, the angle and the interference order are taken as known, so that the film index is the one faulty input. With time factor $e^{+i\omega t}$, an absorbing medium has index $N=n-ik$. Write $\varepsilon=n^2$ for the film, $\varepsilon_s=N_s^2$ for the substrate, $u=\sin^2\phi$, $c=\cos\phi$ and $k_0=2\pi/\lambda$. Labels 0, 1, 2 denote air, film and substrate. The normal wave-vector components, in units of $k_0$, are $q_j=\sqrt{\varepsilon_j-u}$, and $q\equiv q_1$.

Both polarizations have interface coefficients of the form
\begin{equation}
r_{ij}=\frac{a_i-a_j}{a_i+a_j},\qquad
a_j=\begin{cases} q_j & (s)\\ p_j=q_j/\varepsilon_j & (p).\end{cases}
\end{equation}
At normal incidence this gives $r_p=-r_s$, which fixes the sign convention. One round trip through the film multiplies the wave by $X=e^{-2i\beta}$, with $\beta=k_0dq$. Since $r_{10}=-r_{01}$ and $t_{01}t_{10}=1-r_{01}^2$, summing the multiple reflections gives
\begin{equation}
r=r_{01}+\frac{(1-r_{01}^2)r_{12}X}{1+r_{01}r_{12}X}
=\frac{r_{01}+r_{12}X}{1+r_{01}r_{12}X}.
\label{airy}
\end{equation}

The instrument determines $\rho=r_p/r_s=\tan\psi\,e^{i\Delta}$. I take the data to be the vector
\begin{equation}
\mathbf m=(\cos2\psi,\ \sin2\psi\cos\Delta,\ \sin2\psi\sin\Delta),
\end{equation}
with independent errors of standard deviation $\sigma$ in each component. On the unit sphere,
\begin{equation}
|d\mathbf m|^2=4\,d\psi^2+\sin^2 2\psi\,d\Delta^2 ,
\end{equation}
while differentiating $\rho$ gives $|d\rho|^2=d\psi^2/\cos^4\psi+\tan^2\psi\,d\Delta^2$. Multiplying the latter by $4\cos^4\psi$ reproduces the former. Because $\cos^2\psi=1/(1+|\rho|^2)$,
\begin{equation}
|d\mathbf m|=g\,|d\rho|,\qquad g=\frac{2}{1+|\rho|^2}.
\end{equation}
Equality of the squared lengths for all small displacements implies equality of scalar products. With subscripts for partial derivatives, $\mathbf m_d\cdot\mathbf m_n=g^2\,\mathrm{Re}(\rho_d^*\rho_n)$.

\section{Scatter and bias are separate terms}

The fit minimizes $|\mathbf m_{\rm meas}-\mathbf m(\hat d,n_a)|^2$ over $\hat d$, with the index held at $n_a=n+\delta n$. Its stationarity condition is
\begin{equation}
\mathbf m_d\cdot[\mathbf m_{\rm meas}-\mathbf m(\hat d,n_a)]=0 .
\end{equation}
Insert $\mathbf m_{\rm meas}=\mathbf m(d,n)+\mathbf e$, where $\mathbf e$ is the noise, and $\hat d=d+\delta d$. The bracket is already of first order, so the change of $\mathbf m_d$ in front of it can be dropped:
\begin{equation}
\mathbf m_d\cdot(\mathbf e-\mathbf m_d\,\delta d-\mathbf m_n\,\delta n)=0 .
\end{equation}
Solving for $\delta d$, and using the scalar product above, one finds
\begin{equation}
\delta d=\frac{\mathbf m_d\cdot\mathbf e}{|\mathbf m_d|^2}
-R'\,\delta n,\qquad R=\frac{\rho_n}{\rho_d},\quad R'=\mathrm{Re}\,R .
\label{split}
\end{equation}

The first term changes from reading to reading. Its standard deviation is the repeatability,
\begin{equation}
\sigma_d=\frac{\sigma}{|\mathbf m_d|}=\frac{\sigma(1+|\rho|^2)}{2|\rho_d|},
\end{equation}
and it falls to $\sigma_d/\sqrt M$ in the mean of $M$ independent readings. The second term is the same in every reading, so the mean retains it in full. The manuscript measures the first term and draws a conclusion about the sum.

The misfit does not necessarily expose the second term. Without noise, the first-order displacement left after the fit is
\begin{equation}
\rho_n\delta n+\rho_d\delta d=\rho_d(R-R')\delta n=i\rho_d\,(\mathrm{Im}\,R)\,\delta n ,
\end{equation}
so the misfit has length $g|\rho_d|\,|\mathrm{Im}\,R|\,|\delta n|$. The part of the index error that imitates a thickness change becomes bias; only the perpendicular part remains visible. When $|\mathrm{Im}\,R|\,|\delta n|$ is well below $\sigma_d$, this part is hidden in the noise of a single reading, while the bias $|R'\delta n|$ can still be many times $\sigma_d$.

It is convenient to define $K=R'/d$, so that the first-order bias is $\delta d/d=-K\,\delta n$.

\section{The thin-film limit}

The reported film is much thinner than the wavelength, so $X\simeq1-2i\beta$. From Eq.~(\ref{airy}),
\begin{equation}
\frac{dr}{dX}\bigg|_{X=1}=\frac{r_{12}(1-r_{01}^2)}{(1+r_{01}r_{12})^2}.
\end{equation}
The interface formula gives
\begin{equation}
1-r_{01}^2=\frac{4a_0a_1}{(a_0+a_1)^2},\qquad
1+r_{01}r_{12}=\frac{2a_1(a_0+a_2)}{(a_0+a_1)(a_1+a_2)},
\end{equation}
and therefore
\begin{equation}
\frac{dr}{dX}\bigg|_{X=1}=\frac{a_0(a_1^2-a_2^2)}{a_1(a_0+a_2)^2}.
\end{equation}
At $X=1$ the reflection is that of the bare substrate, $r=(a_0-a_2)/(a_0+a_2)$. Dividing by it and multiplying by $\delta X=-2i\beta$,
\begin{equation}
\frac{\delta r}{r}=-2i\beta\,\frac{a_0(a_1^2-a_2^2)}{a_1(a_0^2-a_2^2)} .
\end{equation}

For $s$ polarization, $\beta/q_1=k_0d$, $q_1^2-q_2^2=\varepsilon-\varepsilon_s$ and $q_0^2-q_2^2=1-\varepsilon_s$:
\begin{equation}
\frac{\delta r_s}{r_s}=-2ik_0d\,c\,\frac{\varepsilon_s-\varepsilon}{\varepsilon_s-1}.
\end{equation}
For $p$ polarization, $\beta/p_1=k_0d\,\varepsilon$ and $p_j^2=1/\varepsilon_j-u/\varepsilon_j^2$. The two differences factorize as
\begin{align}
p_1^2-p_2^2&=\frac{\varepsilon_s-\varepsilon}{\varepsilon\varepsilon_s}
\left(1-\frac u\varepsilon-\frac u{\varepsilon_s}\right),\\
p_0^2-p_2^2&=\frac{(\varepsilon_s-1)D}{\varepsilon_s^2},\qquad D=\varepsilon_sc^2-u .
\end{align}
In the second line I used $p_0^2=c^2=1-u$. Hence
\begin{equation}
\frac{\delta r_p}{r_p}=-2ik_0d\,c\,\frac{\varepsilon_s-\varepsilon}{\varepsilon_s-1}\,
\frac{\varepsilon_s-u\varepsilon_s/\varepsilon-u}{D}.
\end{equation}
The relative change of $\rho$ is the $p$ result minus the $s$ result. The last fraction minus one has numerator
\begin{equation}
\varepsilon_s-\frac{u\varepsilon_s}{\varepsilon}-u-\varepsilon_s(1-u)+u
=u\varepsilon_s\,\frac{\varepsilon-1}{\varepsilon},
\end{equation}
so that, with $\rho_b$ the bare-substrate value,
\begin{equation}
\frac{\rho}{\rho_b}=1-id\,B\,F(n),\quad
B=\frac{2k_0c\,u\,\varepsilon_s}{(\varepsilon_s-1)D},\quad
F=\frac{(\varepsilon-1)(\varepsilon_s-\varepsilon)}{\varepsilon}.
\label{drude}
\end{equation}

Thickness and index enter through the product $d\,F(n)$. Since $B$ and $\rho_b$ do not depend on the film, $R=dF'/F$. With $d\varepsilon/dn=2n$,
\begin{equation}
K\to\mathrm{Re}\left\{2n\left[\frac1{\varepsilon-1}-\frac1\varepsilon-\frac1{\varepsilon_s-\varepsilon}\right]\right\}.
\label{kthin}
\end{equation}
For a transparent substrate $F'/F$ is real, and to this order the wrong index leaves no misfit. Absorption in the substrate leaves $|\mathrm{Im}(F'/F)|=2n|\mathrm{Im}\,\varepsilon_s|/|\varepsilon_s-\varepsilon|^2$, which is small when absorption is weak and the index contrast is large. The first-order bias cannot be used for a film that nearly matches a transparent substrate: $F$ then tends to zero, the film becomes invisible, and the bias per unit index error grows without bound. Near $D=0$ the form relative to $\rho_b$ is unsuitable, because $\rho_b$ itself becomes small.

\section{Numbers for the reported case}

To see what the argument can miss, take a film whose thickness is known: $d=2$ nm, $n=1.50$, fitted with $n_a=1.51$. The other parameters are round model values: $\lambda=600$ nm, $\phi=70^\circ$, $N_s=4.00-0.03i$ and $\sigma=2.0\times10^{-5}$. With $\varepsilon=2.25$ and $\varepsilon_s\simeq16$, Eq.~(\ref{kthin}) gives
\begin{equation}
K\simeq3.00\,(0.8000-0.4444-0.0727)=0.849 .
\end{equation}
At 2 nm the full optical model gives 0.849. The first-order bias is
\begin{equation}
\delta d\simeq-0.849\times2000\ \mathrm{pm}\times0.01=-17.0\ \mathrm{pm}.
\end{equation}

The nonlinear fit gives $-16.6$ pm. The difference comes from the finite index step. In the thin limit the fit keeps $dF$ fixed, apart from the small imaginary part of $F$, so
\begin{equation}
\frac{\delta d}{d}\simeq\frac{F(1.50)}{F(1.51)}-1=\frac{7.639}{7.703}-1=-0.0083 ,
\end{equation}
which is $-16.6$ pm for 2 nm. A higher assumed index makes each nanometre of film optically more effective here, and less thickness is needed to explain the same data. Size and sign depend on the film. Since $F=\varepsilon_s+1-\varepsilon-\varepsilon_s/\varepsilon$, it has a maximum at $\varepsilon=\sqrt{\varepsilon_s}$ for real $\varepsilon_s$, that is near $n=2$ on this substrate. There $K$ nearly vanishes for a thin film, and above it the bias changes sign: the same index error of 0.01 at 2 nm gives about $0.1$ pm for $n=2.0$ and $+4.6$ pm for $n=2.3$.

The repeatability is 0.99 pm, so the bias is about 17 times larger. Simulated readings show the separation in Eq.~(\ref{split}). The mean of 100 readings is in error by $-16.58$ pm with a standard error of 0.10 pm; the mean of 10000 is in error by $-16.57$ pm with a standard error of 0.01 pm. When the same readings are fitted with the true index, the mean errors are $-0.009$ and $-0.002$ pm, within their standard errors. Averaging has determined the wrong value more precisely.

The comparison must be stated with care. The index error is 0.67\% of the index and the thickness error is 0.83\% of the thickness. There is no dramatic amplification of relative error. The bias is large compared with the repeatability, which is only 0.05\% of the thickness.

\section{Would the misfit give a warning?}

For the 2 nm film the systematic misfit is $0.39\sigma$. The absorption term of the thin-film limit supplies only about $0.08\sigma$; most of the misfit comes from terms of higher order in the thickness, which are present for a transparent substrate too. A single reading has three data and one fitted parameter, so noise alone contributes an expected squared misfit of $2\sigma^2$. The wrong index adds $0.39^2\sigma^2\simeq0.15\sigma^2$, which one reading cannot reveal. In angles, the true film gives $\psi=11.47182^\circ$ and $\Delta=172.96665^\circ$; the wrong fit gives $11.47160^\circ$ and $172.96656^\circ$.

Averaging does reduce the noise in this misfit. In an otherwise perfect model the mean of 10000 readings would show it, since $0.39\sigma$ is then 39 times the standard error $\sigma/100$. Using it as evidence about the index, however, requires all systematic errors in $\psi$ to be well below $0.0002^\circ$. The angle of incidence must be known to better than about $0.0001^\circ$ as well: an error of $0.001^\circ$ alone leaves a misfit of $2.8\sigma$. Repeatability establishes neither.

A perfect fit with a wrong index is also possible for a thick film. When $\beta=\pi$, $X=1$ and Eq.~(\ref{airy}) returns the bare-substrate reflection for either polarization, whatever the film index. The thickness at which this happens is
\begin{equation}
d_p(n)=\frac{\lambda}{2q}=\frac{\lambda}{2\sqrt{n^2-u}} .
\end{equation}
Data from a film of thickness $d_p(n)$ are therefore matched with zero misfit by the assumed index $n_a$ and the thickness $d_p(n_a)$. This holds for a finite index error. In the example,
\begin{equation}
\delta d=253.811-256.590=-2.779\ \mathrm{nm}.
\end{equation}
The corresponding slope follows by differentiating $\rho(d_p(n),n)=\rho_b$ with respect to $n$:
\begin{equation}
\rho_d\,d_p'+\rho_n=0,\qquad
R=-d_p'=\frac{\lambda q'}{2q^2}=\frac{n\,d_p}{n^2-u},
\end{equation}
where $q'=n/q$. Thus $K=n/(n^2-u)=1.097$. Here the fit preserves the phase thickness $\beta$, whereas for the thin film it preserves $dF$; this is why the two values of $K$ differ.

The four fitted cases, all with $n_a=1.51$, are:

\begin{center}
\begin{tabular}{rrrr}
$d$ (nm) & $\sigma_d$ (pm) & bias (pm) & misfit$/\sigma$\\
2 & 0.99 & $-16.6$ & 0.39\\
10 & 1.00 & $-83.7$ & 8.1\\
100 & 0.67 & $-929$ & 928\\
256.59 & 0.99 & $-2779$ & 0.000
\end{tabular}
\end{center}

In these cases the repeatability lies between 0.67 and 1.00 pm, while the bias grows roughly in proportion to thickness. The misfit follows neither: it is conspicuous at 100 nm and absent at the full period. A scan from 1 nm to one period, in steps of 0.1 nm, finds $K$ between 0.849 and 1.206, the largest value lying at 156.5 nm. These bounds belong to this model and this angle.

\section{Fitting the index as well}

The obvious remedy is to let the data determine $n$. The normal matrix of the two-parameter fit has diagonal elements $|\mathbf m_d|^2$ and $|\mathbf m_n|^2$ and off-diagonal element $\mathbf m_d\cdot\mathbf m_n$, all divided by $\sigma^2$. Inverting it gives the thickness variance
\begin{equation}
\frac{\sigma^2|\mathbf m_n|^2}{|\mathbf m_d|^2|\mathbf m_n|^2-(\mathbf m_d\cdot\mathbf m_n)^2}
=\sigma_d^2\,\frac{|R|^2}{|R|^2-R'^2}
=\sigma_d^2\,\frac{|R|^2}{(\mathrm{Im}\,R)^2}.
\end{equation}
The first equality follows from $|\mathbf m_n|=|R|\,|\mathbf m_d|$ and $\mathbf m_d\cdot\mathbf m_n=R'|\mathbf m_d|^2$. Exchanging the roles of the parameters gives $\sigma_n=\sigma_d/|\mathrm{Im}\,R|$.

The quantity that would make an index error visible is the same one that makes the index measurable. At 2 nm the thickness scatter rises by a factor of 44, to 43.5 pm, and one reading fixes the index only to 0.026, more than the error under discussion. At 100 nm the factor is 1.8: thickness and index are obtained with scatters of 1.2 pm and $1.1\times10^{-5}$, and the two-parameter fit is clearly preferable to assuming an index that is wrong by 0.01. These scatters come from the linearized fit; at 2 nm the curvature of the model also shifts the mean of separately fitted readings by about 3 pm. They are again repeatabilities, not accuracies. An error in the angle of incidence or in the substrate index biases both fitted parameters, and because $\psi$ and $\Delta$ are only two independent quantities, two free parameters can absorb a sufficiently small error of this kind without leaving a misfit wherever $\mathrm{Im}\,R\neq0$. The smaller $|\mathrm{Im}\,R|$ is, the further the fitted index may have to move to do so. At 2 nm an angle error of $0.001^\circ$ is absorbed completely, with the index moving to 1.57 and the thickness by about $-100$ pm; at 100 nm an error of $0.01^\circ$ shifts the thickness by 37 pm. At the full period $\mathrm{Im}\,R=0$, and this linearized fit cannot separate the two parameters; in this example the same happens about 0.5 nm below the period.

\section{What the data do support}

The repeatability is meaningful for changes. If both readings share the same index error and the thickness changes by only a small fraction of itself, most of the bias cancels in their difference. For a true step of 100 pm, starting from 2 nm, the wrong-index fit reports 99.2 pm: an error of 0.8 pm, against 16.6 pm in the absolute thickness. This requires the film index, the angle of incidence and the substrate to stay the same, and no other layer, such as adsorbed water, to form on the film. At 2 nm an index drift of
\begin{equation}
|\delta n|=\frac{1\ \mathrm{pm}}{0.849\times2000\ \mathrm{pm}}=5.9\times10^{-4}
\end{equation}
would appear as a thickness change of 1 pm. At the full period the corresponding drift is $3.6\times10^{-6}$.

For absolute thickness, the manuscript needs an independently justified standard uncertainty $u_n$ of the film index. If the contributions are independent and small enough for the first-order treatment,
\begin{equation}
u_d^2=\frac{\sigma_d^2}{M}+(Kd\,u_n)^2+u_{\rm other}^2 .
\end{equation}
The last term covers all other contributions, among them the angle of incidence, the substrate index, roughness, interlayers, adsorbed layers and nonuniformity of the film; these are not evaluated in full here, and they can exceed the index term. A substrate with $k=0.035$ taken as $0.030$ biases the 2 nm film by 60 pm even with the correct film index, and leaves a misfit of only $0.9\sigma$. With $u_n=0.01$, the index term alone is 17 pm for the 2 nm film, whatever the number of readings.

I therefore ask that the claim of 1 pm accuracy be withdrawn. The readings support a repeatability of 1 pm and a thickness of 1.983 nm conditional on an index of 1.51 and on the assumed angle, substrate and single uniform film with sharp interfaces. An accuracy claim must state how well that index is known and include the remaining systematic terms. The tabulated fits and the simulated readings can be checked against the numerical output.

\section*{Computed results}
\begin{verbatim}
wavelength 600 nm, angle 70 deg
film index true 1.50, assumed 1.51
substrate index 4.00 - 0.03i
noise per component of m: 2.0e-05
film of 2.000 nm:
  repeatability 0.990 pm, K 0.8490
  bias: full fit -16.57 pm, first order -16.98 pm
  |bias|/repeatability 16.7, misfit/noise 0.390
film of 10.000 nm:
  repeatability 1.003 pm, K 0.8573
  bias: full fit -83.68 pm, first order -85.73 pm
  |bias|/repeatability 83.4, misfit/noise 8.102
film of 100.000 nm:
  repeatability 0.671 pm, K 0.9330
  bias: full fit -929.21 pm, first order -932.99 pm
  |bias|/repeatability 1385.5, misfit/noise 927.962
film of 256.590 nm:
  repeatability 0.989 pm, K 1.0973
  bias: full fit -2779.17 pm, first order -2815.60 pm
  |bias|/repeatability 2810.8, misfit/noise 0.000
K in thin-film limit: 0.8485
K at full period: 1.0973
full period: true index 256.590 nm, assumed index 253.811 nm
2 nm film, simulated scatter: 0.974 pm
mean of 100 readings, standard error 0.097 pm:
  error with assumed index -16.578 pm, with true index -0.009 pm
mean of 10000 readings, standard error 0.010 pm:
  error with assumed index -16.572 pm, with true index -0.002 pm
true film: d 2.0000 nm, psi 11.47182 deg, Delta 172.96665 deg
wrong-index fit: d 1.9834 nm, psi 11.47160 deg, Delta 172.96656 deg
true thickness step 100.0 pm, reported 99.17 pm
index error giving 1 pm bias at 2.0 nm: 5.89e-04
index error giving 1 pm bias at 10.0 nm: 1.17e-04
index error giving 1 pm bias at 100.0 nm: 1.07e-05
index error giving 1 pm bias at 256.6 nm: 3.55e-06
joint fit at 2 nm: sigma_d 43.51 pm, sigma_n 2.56e-02, factor 43.97
joint fit at 100 nm: sigma_d 1.20 pm, sigma_n 1.07e-05, factor 1.80
K scan from 1 nm to one period:
  minimum 0.8487 at 1.0 nm, maximum 1.2057 at 156.5 nm
\end{verbatim}
